\section*{Heavier oxygen in classical hafnia: slower motion, same equilibrium}

\section{Equilibrium}

\textbf{Q:} In a molecular dynamics run of ferroelectric hafnia with a learned potential, I made the oxygen atoms four times heavier. The polarization reversed less often, yet its histogram and the transition temperature stayed put within the noise. How can the mass matter for one and not for the other?

\textbf{A:} The mass enters the kinetic energy and nothing else. Write the energy of the classical nuclei as
\begin{equation}
H=\sum_i \frac{p_i^2}{2m_i}+V(\mathbf r),
\end{equation}
where $i$ runs over all Cartesian coordinates. A learned potential takes positions and atomic species as input and returns $V$; changing the mass used by the integrator does not change that function. At temperature $T$ the probability density of a configuration follows by integrating the Boltzmann weight over momenta:
\begin{align}
\rho(\mathbf r)
&=\frac{e^{-V(\mathbf r)/kT}\prod_i\int dp_i\,e^{-p_i^2/2m_ikT}}
{\int d\mathbf r'\,e^{-V(\mathbf r')/kT}\prod_i\int dp_i\,e^{-p_i^2/2m_ikT}}\\
&=\frac{e^{-V(\mathbf r)/kT}}{\int d\mathbf r'\,e^{-V(\mathbf r')/kT}}.
\end{align}
Each momentum integral equals $\sqrt{2\pi m_ikT}$. It does not depend on position, so it cancels. The polarization is a function $P(\mathbf r)$ of the positions, and its distribution
\begin{equation}
p(P)=\int d\mathbf r\,\rho(\mathbf r)\,\delta\bigl(P-P(\mathbf r)\bigr)
\end{equation}
therefore contains no mass.

\textbf{Q:} A transition compares free energies, and those do contain the masses.

\textbf{A:} They do, but equally in both phases. For phase $a$, integrate over its own region of configurations:
\begin{equation}
F_a=-\frac{kT}{2}\sum_i\ln\frac{2\pi m_ikT}{h^2}
-kT\ln\int_a d\mathbf r\,e^{-V/kT}+C,
\end{equation}
where $C$ holds the counting factors for identical atoms and is common to both phases. Multiplying the mass of $N_{\rm O}$ oxygen atoms by $\lambda$ adds $-\tfrac32N_{\rm O}kT\ln\lambda$ to every $F_a$. The difference between two phases is unchanged, and so is the temperature at which it vanishes. At fixed pressure $p$ one also integrates over the volume $\Omega$ with the factor $e^{-p\Omega/kT}$; the momentum factor is still common.

\textbf{Q:} What would break this argument?

\textbf{A:} Several things in the simulation could. A finite time step leaves a small error in the sampled distribution that depends on the mass. If the learned model supplies forces that are not the gradient of an energy, there is no $V$ and the Boltzmann weight is not assured. If bonds are held rigid, the kinetic energy becomes $\tfrac12\mathbf p^{T}G(\mathbf q)\mathbf p$ in the remaining coordinates, and the momentum integral gives $(\det G)^{-1/2}$, which can depend on both position and mass. And if the run is too short, it has not reached the distribution at all. Quantum nuclei are a separate matter.

\section{Motion}

\textbf{Q:} Then where does the slowing come from? Is it a factor of two for a fourfold mass?

\textbf{A:} It is if every mass is multiplied by $\lambda=4$. Let $\mathbf r(t)$ obey $m_i\ddot r_i=-\partial V/\partial r_i$, and define the slower path $R_i(t)=r_i(t/\sqrt\lambda)$. Two time derivatives bring down $1/\lambda$, so
\begin{equation}
\lambda m_i\ddot R_i(t)=m_i\ddot r_i(t/\sqrt\lambda)
=-\frac{\partial V}{\partial r_i}\bigg|_{\mathbf R(t)} .
\end{equation}
The heavy system follows the same path, stretched in time by $\sqrt\lambda$. Its velocities are smaller by $\sqrt\lambda$, so its kinetic energy is the same, as equal temperature requires.

With oxygen alone made heavier, the factor depends on how much oxygen takes part. For small vibrations about a stable structure, with force-constant matrix $K$ and mass matrix $M$, the squared frequencies are the stationary values of
\begin{equation}
Q(\mathbf u)=\frac{\mathbf u^{T}K\mathbf u}{\mathbf u^{T}M\mathbf u}.
\end{equation}
The new denominator lies between the old one and $\lambda$ times the old one, so $Q/\lambda\le Q'\le Q$ for every displacement $\mathbf u$. The $n$th squared frequency is the smallest value, over all $n$-dimensional sets of displacements, of the largest $Q$ in the set. The inequality passes through both operations:
\begin{equation}
\frac{\omega_n}{\sqrt\lambda}\le\omega_n'\le\omega_n .
\end{equation}
A random stable spring network with eight oxygen and four hafnium coordinates gave slowing factors from 1.09 to 1.98 for $\lambda=4$, inside the bounds 1 and 2.

\textbf{Q:} Can you give one number for a polar reversal?

\textbf{A:} For a simple model, yes. Let each cell have one oxygen moving against one hafnium along the polar axis, with $s=x_{\rm Hf}-x_{\rm O}$ and an energy $E$ that depends on the $s_i$ alone. Since $\partial s/\partial x_{\rm O}=-1$,
\begin{equation}
m_{\rm O}\ddot x_{\rm O}=+\frac{\partial E}{\partial s},\qquad
m_{\rm Hf}\ddot x_{\rm Hf}=-\frac{\partial E}{\partial s}.
\end{equation}
Divide by the masses and subtract the first from the second:
\begin{equation}
\mu\ddot s=-\frac{\partial E}{\partial s},\qquad
\frac1\mu=\frac1{m_{\rm O}}+\frac1{m_{\rm Hf}} .
\end{equation}
With 178.5 amu for hafnium, raising oxygen from 16 to 64 amu raises $\mu$ from 14.68 to 47.11 amu. All relative motion is stretched by $\sqrt{47.11/14.68}=1.79$. For oxygen much lighter than hafnium, even after the change, the factor tends to $\sqrt\lambda$. For $\lambda\to\infty$ it saturates at $\sqrt{178.5/14.68}=3.49$, because hafnium then does the moving.

In a test with three coupled cells and no thermostat, started with equal kinetic energy of relative motion, the first sign change of one cell's $s$ (the group's polarization kept its sign) came at 29.5 fs with normal masses, 52.8 fs with heavy oxygen, and 58.9 fs with all masses fourfold. The ratios are 1.79 and 2.00.

\section{A worked model}

\textbf{Q:} I would like to see both facts in one calculation, including a transition.

\textbf{A:} Take $N$ cells with
\begin{equation}
E=\sum_iW(s_i)-\frac{J}{2N}\Bigl(\sum_is_i\Bigr)^2,\quad
W(s)=E_b\Bigl(\frac{s^2}{s_0^2}-1\Bigr)^2 .
\end{equation}
I choose $s_0=0.04$ nm, $E_b=0.08$ eV and $J=40$ eV/nm$^2$. The polarization is $P=q\bar s/\Omega_c$, with $\bar s$ the mean of $s_i$, $q=2.5\,e$ and cell volume $\Omega_c=0.034$ nm$^3$, so $s_0$ corresponds to 47 $\mu$C/cm$^2$.

The force on $s_i$ is $-W'(s_i)+J\bar s$. For large $N$ each cell thus sees a steady field $J\bar s$, which must reproduce $\bar s$:
\begin{equation}
\bar s=\frac{\int ds\,s\,e^{(-W+J\bar s s)/kT}}{\int ds\,e^{(-W+J\bar s s)/kT}}
=\frac{J\bar s}{kT}\langle s^2\rangle_0+O(\bar s^3).
\end{equation}
Here $\langle\cdot\rangle_0$ is the average for an uncoupled cell, and even powers of $\bar s$ vanish because $W$ is even. Order sets in continuously at
\begin{equation}
J\langle s^2\rangle_0=kT_c ,
\end{equation}
provided no ordered solution appears at a higher temperature. A scan of $\bar s$ up to 0.08 nm found an ordered solution 1\% below this $T_c$ and none 1\% above. With a root-mean-square $s$ of 0.03656 nm, $kT_c=40\times0.03656^2\approx0.0535$ eV, or $T_c=620$ K.

\textbf{Q:} And the dynamics?

\textbf{A:} I moved oxygen and hafnium explicitly, holding the potential, temperatures, time step and run length fixed between the two oxygen masses. Uncoupled cells gave $\langle s^2\rangle_0$ at three temperatures; the condition above then yields $T_c=620.3$ K for normal and 620.7 K for heavy oxygen, each uncertain by about half a kelvin, so the two agree. The 3 fs time step biases these values by about $-0.4$ and $-0.1$ K, within that uncertainty.

The same cells show the slowing. In a short time $dt$, a cell with velocity $v=\dot s$ crosses $s=0$ if it lies within $|v|\,dt$ on the proper side. Position and velocity are independent in equilibrium, and $v$ has variance $kT/m_{\rm O}+kT/m_{\rm Hf}=kT/\mu$. The crossing rate is therefore
\begin{align}
\nu&=p(0)\,\langle|v|\rangle
=p(0)\,2\sqrt{\frac{\mu}{2\pi kT}}\int_0^\infty v\,e^{-\mu v^2/2kT}dv\\
&=p(0)\,2\sqrt{\frac{\mu}{2\pi kT}}\,\frac{kT}{\mu}
=p(0)\sqrt{\frac{2kT}{\pi\mu}} .
\end{align}
The density $p(0)=3.41$ nm$^{-1}$ at $T_c$ has no mass in it; the speed does. The formula gives 1.61 and 0.90 crossings per ps for normal and heavy oxygen. The simulation gave 1.612 and 0.902, a ratio of 1.79. These counts include quick returns. Without a thermostat, lasting reversals slow by the same factor in this model, since whole trajectories are stretched.

For the polarization distribution I coupled cells in groups of eight. The reference is mass-free: take the distribution of the sum $S$ of eight independent cells, multiply it by $e^{JS^2/16kT}$, and normalize. The mean $|P|$, in $\mu$C/cm$^2$, with standard errors in brackets, is:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & reference & normal O & heavy O\\
496 & 31.55 & 31.36 (0.20) & 31.80 (0.20)\\
620 & 24.94 & 24.83 (0.14) & 25.04 (0.15)\\
744 & 21.36 & 21.28 (0.11) & 21.30 (0.11)
\end{tabular}
\end{center}
At 620 K the cumulative distributions of $|P|$ for the two masses differ by at most about 0.007 in probability. The mean $|P|$ stays finite above $T_c$ because a group of eight fluctuates; a sharp transition needs many cells.

\textbf{Q:} If heavy oxygen samples more slowly, why are its error bars not larger?

\textbf{A:} A correlation time longer by 1.79 would enlarge them by about $\sqrt{1.79}=1.34$, and they are nearly equal. These runs, however, redrew all velocities every 192 fs for both masses, so the stretching law does not govern their long-time correlations, and the factor 1.34 need not appear.

A thermostat can even hide the slowing. If a friction force $-\zeta\dot r$ with mass-independent $\zeta$ far exceeds the inertia $m\ddot r$, the mass drops out of the motion. The usual Langevin thermostat instead fixes the rate $\gamma$, with friction $-m\gamma\dot r$. Strong damping then gives $\mu\gamma\dot s=-\partial E/\partial s$, and the slowing grows to the full ratio $47.11/14.68=3.2$; weak damping (2 per ps) cut it to about 1.1--1.2 for uncoupled cells of this model. In every case the equilibrium distribution is still the same.

\textbf{Q:} Could I nevertheless measure a mass-dependent transition temperature?

\textbf{A:} Yes, in a temperature ramp. The slower system can lag further behind at the same heating rate, so the apparent transition can shift. Whether it does depends on the thermostat. For 500 cells of this model heated from 450 to 800 K, measure the lag as the area between the ramp curve and the equilibrium curve of $\bar s/s_0$. With Langevin damping at rate 20 per ps the lag was about 83 K for normal and 119 K for heavy oxygen over 6 ps, and about 30 and 60 K over 24 ps. With damping at 1 per ps the thermostat set the lag, and the two masses agreed within the noise. The shift is a property of the ramp; in both cases the lag shrank as the ramp was slowed.

\section{Quantum nuclei and real hafnia}

\textbf{Q:} How much rests on the word ``classical''?

\textbf{A:} The cancellation does. In quantum mechanics kinetic and potential energy do not commute, so the Boltzmann operator does not split into two factors. For one cell,
\begin{equation}
\hat H=-\frac{\hbar^2}{2\mu}\frac{d^2}{ds^2}+W(s),
\end{equation}
and the mass appears through $\hbar^2/\mu$. The leading quantum correction is proportional to this small quantity, hence to $1/\mu$. To find $T_c$, let a weak field $f$ produce $\langle s\rangle=\chi f$. Setting $f=J\bar s$ gives $J\chi=1$, which reduces to the earlier condition when $\chi=\langle s^2\rangle_0/kT$.

Diagonalizing $\hat H$ gives $T_c=615.0$ K for normal and 618.7 K for heavy oxygen, shifts of $-5.4$ and $-1.7$ K from the classical value. Their ratio, 3.20, matches the mass ratio $47.11/14.68=3.21$. At 300 K the many-cell polarization is 48.1 $\mu$C/cm$^2$ classically, and 47.6 and 47.9 for the two quantum cases. In this model heavier oxygen brings the quantum result closer to the classical one. The model has one mode per cell; in real hafnia all vibrations of both phases carry zero-point energy, so these numbers do not fix the size or sign of the real shift.

\textbf{Q:} How near is this to a real capacitor?

\textbf{A:} The parameters are round values meant for the hafnia regime. A polarization of some tens of $\mu$C/cm$^2$ and a transition at several hundred kelvin are roughly right, but $T_c$ here follows from my choice of $J$. Real films have strain, defects, grains and domain walls, and their transition need not be continuous, so the crossing rates above are not device switching rates. If the formula unit's second oxygen rides with hafnium, the stretch becomes 1.85 instead of 1.79.

The equal coupling of all cells is also unrealistic. To size that, take two-state cells on a branching network with six neighbours each and bond energy $K$ in units of $kT$. A cell with small bias $h$ passes on
\begin{equation}
\tfrac12\ln\frac{\cosh(h+K)}{\cosh(h-K)}\approx h\tanh K .
\end{equation}
Each cell collects this from five others, so order needs $5\tanh K=1$, or $K=0.203$, whereas mean field needs $6K=1$. For two-state cells the transition temperature falls by the factor $0.167/0.203=0.82$. The soft double well of this model loses less on the same network: the factor is about 0.86, which takes 620 K to about 530 K. A branching network has no closed loops and understates the loss: on a cubic lattice with six neighbours the same cells order only between 470 and 500 K. This correction is far larger than the quantum one, but it contains no mass: it moves the classical transition equally for normal and heavy oxygen. The remaining printed values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
displacement s0 0.04 nm, local barrier 0.08 eV, J 40.0 eV/nm2
charge 2.5 e, volume 0.034 nm3, s0 polarization 47.1 uC/cm2
masses: O 16.0 amu, heavy O 64.0 amu, Hf 178.5 amu
reduced mass: light 14.68 amu, heavy 47.11 amu
time stretch, O only heavier: 1.791; all masses x4: 2.000
classical Tc by quadrature: 620.4 K, kTc 0.0535 eV
rms s of free cell at Tc: 0.0366 nm
Tc from MD: light 620.3 K, heavy 620.7 K
MD time step 3 fs, run length 26.9 ps
MD discarded start 9.0 ps, velocity refresh 192 fs
density p(0) of free cell at Tc: 3.410 per nm
sign changes per free cell at Tc, MD light: 1.612 per ps
sign changes per free cell at Tc, formula light: 1.613 per ps
sign changes per free cell at Tc, MD heavy: 0.902 per ps
sign changes per free cell at Tc, formula heavy: 0.900 per ps
MD ratio of sign-change rates light/heavy: 1.787
mean |P| in groups of 8 coupled cells, uC/cm2 (standard error):
  496 K: exact 31.55, light 31.36 (0.20), heavy 31.80 (0.20)
  620 K: exact 24.94, light 24.83 (0.14), heavy 25.04 (0.15)
  744 K: exact 21.36, light 21.28 (0.11), heavy 21.30 (0.11)
largest gap in cumulative distribution of |P| at Tc:
  light-exact 0.0047, heavy-exact 0.0039, light-heavy 0.0073
first reversal in test trajectory: light 29.46 fs
  heavy O 52.76 fs, all masses x4 58.92 fs
spring network slowing factors: 1.091 to 1.979
vibration quantum in the well, light: 33.7 meV
quantum Tc: light 615.0 K, heavy 618.7 K
quantum shift of Tc: light -5.40 K, heavy -1.69 K
ratio of shifts 3.20, ratio of reduced masses 3.21
P at 300 K, many cells: classical 48.09 uC/cm2
  quantum light 47.57, quantum heavy 47.93 uC/cm2
six-neighbour tree Tc / mean-field Tc (two-state cells): 0.822
time stretch if second O rides with Hf: 1.851
\end{verbatim}
